# Where the scattering-path series converges in complex energy

**The decision**

A cluster calculation needs the scattering path operator $\tau$ at many energies, often along a contour in the complex plane. At each energy one can invert a matrix, or add up scattering paths, grouped by their number of hops, and stop after a few groups. The second choice is legitimate only where the path series converges. We need to know where that is, and how far from the real axis a contour must run.

The criterion is a spectral radius. Near a bound level of a single well it gives a divergent region which, for widely separated wells, is a disc. We derive its radius and the first correction, then treat a second region near zero energy.

**The matrix equation**

Use Hartree atomic units, with $E=-\kappa^2/2$ and $\operatorname{Re}\kappa\ge0$. For real $E>0$, approached from above, $\kappa=-ik$ with $k>0$. The model has identical spherical wells of depth $V_0$ and radius $s$, with centres more than $2s$ apart. Each well acts on the s wave about its own centre and on no other partial wave, so one channel per site is exact for this model. Real muffin-tin wells also scatter higher partial waves; $t$ and $g$ below then acquire angular-momentum indices.

Write an s wave as $u(r)/(r\sqrt{4\pi})$. The regular free solution is $u_0(r)=\sinh(\kappa r)/\kappa$. The free Green function, the kernel of $(E-H_0)^{-1}$, is

$$G_0=-\frac{e^{-\kappa|\mathbf r-\mathbf r'|}}{2\pi|\mathbf r-\mathbf r'|}.$$

Away from its source, $e^{-\kappa d}/d$ obeys $(\nabla^2-\kappa^2)f=0$. Its average over a sphere of radius $r$ is regular at the centre and obeys the radial equation, so it equals the central value times $u_0(r)/r$. Averaging about both centres, a distance $R_{ij}$ apart, gives

$$\left\langle\frac{e^{-\kappa d}}{d}\right\rangle=\frac{u_0(r)}r\,\frac{u_0(r')}{r'}\,\frac{e^{-\kappa R_{ij}}}{R_{ij}}.$$

In the $u$ representation the kernel is $4\pi rr'$ times the averaged $G_0$. Hence

$$G_{ij}(r,r')=2u_0(r)\,g_{ij}\,u_0(r'),\qquad g_{ij}=-\frac{e^{-\kappa R_{ij}}}{R_{ij}},\quad i\ne j,$$

and we set $g_{ii}=0$.

Now decompose $T=V+VG_0T$ by first and last site:

$$T_{ij}=V_i\delta_{ij}+V_i\sum_m G_{im}T_{mj}.$$

Move the term $m=i$ to the left and multiply by $(1-V_iG_{ii})^{-1}$. With $T_i=(1-V_iG_{ii})^{-1}V_i$, which contains all repeated scattering inside one well,

$$T_{ij}=T_i\delta_{ij}+T_i\sum_{m\ne i}G_{im}T_{mj}.$$

Define $t=2\langle u_0|T_i|u_0\rangle$ and $\tau_{ij}=2\langle u_0|T_{ij}|u_0\rangle$, without complex conjugation. Projecting the last equation gives

$$\tau=t+tg\tau .$$

Repeated substitution produces $t+tgt+tgtgt+\cdots$, one term for each number of hops.

**The convergence criterion**

Let $B=tg$ be a finite matrix at an energy where $t$ is finite, and let $\rho(B)$ be its largest eigenvalue modulus. The argument also holds when $t$ is a matrix with several channels.

Suppose $\rho(B)<1$. In the Jordan form, entries of $B^n$ are powers of eigenvalues times polynomials in $n$, so they decay exponentially. For $S_n=\sum_{m=0}^nB^mt$, cancellation of neighbouring terms gives

$$(1-B)S_n=t-B^{n+1}t .$$

Since $1$ is not an eigenvalue, $S_n\to(1-B)^{-1}t=\tau$. The remainder is

$$\tau-S_n=(1-B)^{-1}B^{n+1}t=B^{n+1}\tau .$$

Suppose instead that $Bv=\lambda v$ with $v\neq0$ and $|\lambda|\ge1$. Put $w=gv/\lambda$. Then $tw=tgv/\lambda=v$, and

$$B^ntw=\lambda^nv .$$

The terms do not tend to zero, so the series diverges. No inverse of $t$ was used; empty sites are allowed. Thus the full matrix series converges if and only if $\rho(tg)<1$. This refers to paths grouped by number of hops. The moduli of the individual $n$-hop paths add up to the entries of $|B|^n|t|$, with moduli taken entry by entry, so convergence in every order of the paths needs the stronger condition $\rho(|B|)<1$.

Two distinctions matter. First, a pole of $\tau$ associated with $1-tg$ requires an eigenvalue equal to $+1$, while divergence requires only modulus at least one. Where $1-tg$ is invertible, $\tau$ is finite and direct inversion works even if the series diverges.

Second, the criterion concerns the whole matrix. Take a linear trimer with outer $t_o=-32$ bohr, central $t_c=0.4$ bohr, spacing 5 bohr and $\kappa=0.1$ bohr$^{-1}$. Then $g_1=-e^{-0.5}/5$ and $g_2=-e^{-1}/10$. The odd mode has no central amplitude and eigenvalue $-t_og_2=-1.18$. For even modes, with equal outer amplitudes,

$$\lambda^2-t_og_2\lambda-2t_ot_cg_1^2=0 .$$

The product of the two roots is $-2t_ot_cg_1^2=0.377$. The discriminant, $1.18^2-4(0.377)$, is negative, so the roots are complex conjugates with $|\lambda|=\sqrt{0.377}=0.61$. The central block involves even modes alone and converges, while the outer blocks diverge.

**The single-well t-matrix**

Outside its well, the scattered solution is $u=u_0-te^{-\kappa r}$. This follows from $u=u_0+G_{ii}T_iu_0$, because $G_{ii}(r,r')=-2u_0(r')e^{-\kappa r}$ for $r>r'$. Inside, $u\propto\sin qr$ with $q^2=2(E+V_0)$. Let $L=q\cot qs$. Matching $u'=Lu$ at $s$ gives

$$\cosh\kappa s+\kappa te^{-\kappa s}=L\left(\frac{\sinh\kappa s}{\kappa}-te^{-\kappa s}\right).$$

Collecting $t$,

$$t=e^{\kappa s}\,\frac{L\sinh\kappa s-\kappa\cosh\kappa s}{\kappa(L+\kappa)} .$$

The numerator equals $(L+\kappa)\sinh\kappa s-\kappa e^{\kappa s}$. With $D=L+\kappa$,

$$t=\frac{e^{2\kappa s}-1}{2\kappa}-\frac{e^{2\kappa s}}{D}. \tag{1}$$

A single-well level $E_0$ satisfies $D(E_0)=0$.

**Leading asymptotics: a disc**

Let $\epsilon=E-E_0$, and let primes on $D$, $L$ and $\kappa$ denote energy derivatives. Near the level $D\approx D'\epsilon$, so

$$t\approx\frac A\epsilon,\qquad A=-\frac{e^{2\kappa s}}{D'} .$$

Since $q'=1/q$ and $\kappa'=-1/\kappa$,

$$D'=\frac L{q^2}-\frac{s}{\sin^2qs}-\frac1\kappa .$$

This residue has a direct meaning. Let the normalized bound function have the tail $Ne^{-\kappa r}$. Integrating its square inside and outside the well gives

$$\frac{e^{2\kappa s}}{N^2}=\int_0^s\frac{\sin^2qr}{\sin^2qs}\,dr+\frac1{2\kappa}
=\frac12\left(\frac s{\sin^2qs}-\frac L{q^2}\right)+\frac1{2\kappa}=-\frac{D'}2 .$$

Therefore $A=N^2/2$.

Let $\mu(E)=\rho(g(E))$ for real energies near $E_0$. To leading order $\rho(tg)=A\mu(E_0)/|\epsilon|$, and the series diverges for

$$|\epsilon|\le r_0,\qquad r_0=A\mu(E_0).$$

The radius is the tail strength times the hopping strength, the same product that sets the scale of the level splitting: a cluster level needs $t\gamma=1$ for an eigenvalue $\gamma$ of $g$, so $\epsilon\approx A\gamma$, and the lowest level lies at $\epsilon\approx-r_0$. The levels need not fill the disc; for the cluster below they run from about $-r_0$ to about $+r_0/3$.

For a centre with twelve fcc neighbours at distance $R$, keep nearest-neighbour hops only. In the symmetric mode, the centre receives from twelve outer sites; each outer site receives from the centre and four other outer sites. In units of $e^{-\kappa R}/R$ the eigenvalue $x$ of $-g$ obeys

$$x(x-4)=12,\qquad x=6\ \text{or}\ -2 .$$

The root 6 has a positive eigenvector, so by Perron's theorem it is the spectral radius:

$$\mu\approx\frac{6e^{-\kappa R}}R .$$

**The first correction: a displaced disc**

The dominant eigenvalue of $-g$ is simple at $E_0$ and can be continued analytically to nearby complex energies. Expand

$$\epsilon\,t(E)\mu(E)=r_0(1+\beta\epsilon+\cdots).$$

Set $\epsilon=|\epsilon|e^{i\theta}$. The boundary condition $|t\mu|=1$ becomes

$$|\epsilon|=r_0|1+\beta\epsilon|\approx r_0(1+\beta r_0\cos\theta). \tag{2}$$

To this order it is a circle displaced along the real axis by $\beta r_0^2$. The height directly above $E_0$ does not change at first order.

There are two contributions to $\beta$. With nearest-neighbour hopping, $\ln\mu$ contains $-\kappa R$, whose energy derivative is $R/\kappa$. For the t-matrix, expand (1) using $D=D'\epsilon+D''\epsilon^2/2$:

$$\epsilon t=A\left[1-\epsilon\left(\frac{2s}\kappa+\frac{D''}{2D'}\right)\right]+\epsilon\frac{e^{2\kappa s}-1}{2\kappa}+\cdots .$$

Thus

$$\beta\approx\frac R\kappa-\frac{2s}\kappa-\frac{D''}{2D'}+\frac{e^{2\kappa s}-1}{2\kappa A}. \tag{3}$$

To obtain $D''$, use $1/\sin^2qs=1+L^2/q^2$ and write $Q=q^2$, so that $Q'=2$:

$$L'=\frac LQ-s-\frac{sL^2}Q,$$

$$L''=\frac{L'}Q-\frac{2L}{Q^2}-\frac{2sLL'}Q+\frac{2sL^2}{Q^2},\qquad D''=L''-\frac1{\kappa^3}.$$

The expansion requires $|\beta|r_0\ll1$ and a disc well clear of the branch point at $E=0$, that is $r_0\ll|E_0|$. At fixed $\kappa>0$ the exponential in $r_0$ ensures this for large $R$. It fails when the level is so shallow or the wells so close that $t$ or the hopping changes strongly across the disc. A small $\beta r_0$ alone is no guarantee, because the terms of $\beta$ can cancel: for the 13-site cluster with $V_0=0.36$ hartree, $s=2$ bohr and $R=5.22$ bohr, $\beta$ vanishes, yet $r_0=0.116$ hartree far exceeds $|E_0|=0.0047$ hartree, the left reach is 0.074 hartree, and the series diverges at all sampled energies between $E_0$ and zero.

**Numbers for a 13-site cluster**

Choose $V_0=1$ hartree, $s=2$ bohr and $R=6$ bohr. These are model parameters, not those of a material. The well has $E_0=-0.3772$ hartree, $\kappa=0.8686$ bohr$^{-1}$ and $A=6.378$ hartree bohr. The nearest-neighbour estimate is $\mu=0.00545$ bohr$^{-1}$; all distances give 0.00560. With the latter,

$$r_0=6.378\times0.00560=0.0357\ \text{hartree}=0.97\ \text{eV}.$$

For the correction, $Q=2(1-0.3772)=1.2456$ and $L=-0.8686$. The formulas above give $L'=-3.909$, $D'=-5.060$, $L''=-10.98$ and $D''=-12.50$. Equation (3) becomes, in hartree$^{-1}$,

$$\beta\approx6.908-4.605-1.235+2.823=3.89 .$$

Hence $\beta r_0=0.139$. The reaches from $E_0$, in hartree, are:

| Direction | Disc | Corrected | Computed |
|---|---:|---:|---:|
| Left | 0.0357 | 0.0308 | 0.0316 |
| Right | 0.0357 | 0.0407 | 0.0426 |
| Up | 0.0357 | 0.0357 | 0.0356 |

The correction accounts for most of the left-right asymmetry. The remaining differences are at most about 5% of the computed reach; they come mainly from higher orders in $\beta r_0$. Including distant neighbours raises $\beta$ only to 3.98 hartree$^{-1}$, which moves the corrected reaches by about 0.0001 hartree.

At $R=10$ bohr, the nearest-neighbour radius is $r_0=6.47\times10^{-4}$ hartree and (3) gives $\beta=8.50$ hartree$^{-1}$. The predicted largest deviation from a disc is $\beta r_0=0.55\%$; the computed value is 0.56%, relative to the disc radius.

**What the two real edges mean**

Here $E_0$ is the lowest (and only) s level of the well. Below it, $t<0$: both terms in $T_i=V_i+V_i(E-H_i)^{-1}V_i$, with $H_i=H_0+V_i$, are then negative operators. Since $g_{ij}<0$, all off-diagonal entries of $tg$ are positive. By Perron's theorem $\rho(tg)$ is itself an eigenvalue. At the left edge it equals $+1$, so $\tau$ has a pole there. The edge is at $-0.4088$ hartree; an independent radial-grid calculation puts the lowest cluster level at $-0.4090$ hartree.

Just above $E_0$, $t>0$ and the signs reverse. The dominant eigenvalue at the right edge is $-1$, which does not produce a pole. The level count finds all 13 bound levels within the island.

**The region around zero energy**

As $\kappa\to0$, equation (1) gives the scattering length

$$t\to a=s-\frac{\tan q_0s}{q_0},\qquad q_0=\sqrt{2V_0}.$$

Here $a=2.23$ bohr. The exponential damping of hops has disappeared, and $\rho=a\mu(0)=3.52$. The series diverges although the isolated wells have no level at zero energy.

On the real axis this second region runs from $-0.041$ to $0.230$ hartree. Its left edge again has dominant eigenvalue $-1$. On the sampled negative-energy part, the largest positive eigenvalue is 0.50, so no bound-state pole is found there. For $E<0$ in this region $t>0$ and $g_{ij}<0$, so the dominant eigenvalue is negative and the divergence there comes from growing terms of alternating sign; for $E>0$ both $t$ and $g$ are complex and the dominant eigenvalue carries a phase.

For real $E>0$, an exterior wave proportional to $\sin(kr+\delta)$ gives $t=-e^{i\delta}\sin\delta/k$, hence $|t|\le1/k$. Every eigenvalue modulus is bounded by the largest row sum:

$$\rho(tg)\le|t|\max_i\sum_{j\ne i}\frac{e^{-\operatorname{Re}\kappa R_{ij}}}{R_{ij}} .$$

To see this, take the eigenvector component of largest modulus and apply the triangle inequality to its equation. On the positive real axis the central row is largest, with sum $12/R=2$ bohr$^{-1}$. Convergence is therefore assured for $k>2$ bohr$^{-1}$, or $E>2$ hartree. The scan finds it already above 0.230 hartree; the bound is safe but loose.

**Choosing the contour**

Within the scan, convergence requires an imaginary energy above 0.036 hartree at $E_0$, 0.058 at $\operatorname{Re}E=0$, and 0.064 (1.7 eV) at $\operatorname{Re}E=0.1$ hartree. At $\operatorname{Re}E=0.3$ hartree no divergent point is found. The row-sum bound would demand 0.069, 0.137, 0.163 and 0.164 hartree respectively. The zero-energy region is highest between these points, about 0.069 hartree near $\operatorname{Re}E=0.05$ to $0.06$ hartree, so a contour parallel to the real axis must run at about 0.07 hartree (1.9 eV) or higher to clear both regions.

These heights and edges belong to the s-only model and to paths grouped by hops. A full square well with the same parameters has $q_0s=2.83$, close to the value $\pi$ at which a p level binds. Keeping partial waves up to $l=3$ barely changes the island ($\rho=0.504$ instead of 0.502 at $E_0+0.07i$), but gives $\rho=1.06$ at $E=0.2+0.07i$, 1.73 at $E=0.3$ and 1.04 at $E=0.5$ hartree; with $l\le2$ the required height is about 0.08 hartree near $\operatorname{Re}E=0.15$ hartree. Ordering matters too: in the s-only model at $E=0.6$ hartree, $\rho(tg)=0.81$ but $\rho(|tg|)=1.36$, and a sum ordered by path length has relative error 0.35 at cutoff $10R$ and about $10^4$ at $63R$. For a real cluster, $\rho$ must be computed with its own $t$ and $g$.

Convergence alone does not make a short path sum accurate. At $E=0.1+0.1i$ hartree, $\rho=0.747$. The error relative to the norm of $\tau$ is 1.2% after ten hops and 0.06% after twenty. The ratio agrees with $\rho^{10}=0.054$. At $E=0.1$ hartree on the real axis, $\rho=1.75$, and ten further hops multiply the error by about 270. There one should invert the matrix or move the contour upward. The numerical check maps both regions and confirms the classification by summing the series at all points not too close to $\rho=1$.

## Values computed for the example and the checks

```
Well depth 1.0 hartree, radius 2.0 bohr
Sites 13, nearest distance 6.0 bohr
tau, operator grid vs formula at E=0.3+0.1j hartree:
  relative difference 2.1e-04
Series: E (hartree), rho, relative error at n=10, n=20
  0.1  1.7508  1.21e+02  3.28e+04
  0.1+0.1j  0.7467  1.15e-02  6.19e-04
Single-well level E0 -0.37720 hartree
Decay constant kappa 0.86856 1/bohr
Tail N^2 12.7566 1/bohr
Residue A 6.3783 hartree bohr
rho(g) at E0 0.005603, nearest only 0.005454 1/bohr
Disc estimate 0.03574 hartree = 0.972 eV
Island reach left 0.03161 right 0.04263 up 0.03558 hartree
Upward reach 0.968 eV
Largest deviation from disc 19.3 %
  at spacing 10 bohr 0.56 %
Island left edge -0.40881 hartree
Lowest level, operator grid -0.40898 hartree
Island right edge -0.33457 hartree
Levels below island 0, up to right edge 13, below -0.001 hartree 13
Scattering length 2.2290 bohr
rho at E=0 3.5249
Zero-energy region, real edges -0.04120, 0.23024 hartree
Crossings of rho=1 on scanned positive axis 1
Largest positive eigenvalue there at E<0 0.4982
Row bound assures convergence for real E > 2.000 hartree
Re E, needed Im E, row-bound Im E (hartree); needed (eV)
  -0.3772  0.03558  0.06856  0.968
  0.0000  0.05822  0.13657  1.584
  0.1000  0.06378  0.16251  1.735
  0.2000  0.01856  0.16874  0.505
  0.3000  0.00000  0.16377  0.000
Map: Re E -0.45 to 0.39 step 0.02 hartree; # diverges
0.10 ...........................................
0.09 ...........................................
0.08 ...........................................
0.07 ...........................................
0.06 .......................######..............
0.05 ......................########.............
0.04 ......................#########............
0.03 ...##................###########...........
0.02 ...###...............############..........
0.01 ...###...............#############.........
0.00 ...###...............##############........
Map points summed 467, skipped near rho=1 6
Trimer: kappa 0.1 1/bohr, gap 5 bohr, t -32, 0.4 bohr
Trimer rho 1.1772; errors after 100 scatterings:
  centre 1.1e-16 bohr, outer 1.1e+08 bohr
```
